# Why electron-phonon coupling rises with electron temperature in a gold model

**Q:** I heat the electrons of a gold film with a femtosecond pulse and describe their cooling with two temperatures, $T_e$ for the electrons and $T_L$ for the lattice. The heat flow is written $G(T_e-T_L)$. I have been told that $G$ should not be held constant once $T_e$ reaches several thousand kelvin. What fixes $G$ in the first place?

**A:** The net rate at which electrons emit phonons, weighted by the phonon energy, is the heat flow, and $G$ is this flow divided by $T_e-T_L$. I assume that the electrons have a Fermi distribution at $T_e$ and the phonons a Bose distribution at $T_L$. Just after the pulse the first assumption may fail, and then no single $T_e$ exists.

Take two electron states of the same spin, a lower one at energy $E$ with occupation $f$ and an upper one at $E'=E+x$ with occupation $f'$, where $x$ is the phonon energy. Absorption needs an electron below, a hole above and a phonon, so it carries the factor $f(1-f')n$. Emission carries $f'(1-f)(n+1)$. With the golden rule, the power gained by the electrons, per atom, is

$$P_e=2\sum_{kk'}\frac{2\pi}{\hbar}|M_{kk'}|^2\,x\,\delta(E_{k'}-E_k-x)\,B,$$

$$B=f(1-f')\,n(x,T_L)-f'(1-f)\,[n(x,T_L)+1].$$

The sum runs over states of one spin, and the leading 2 counts both spins. Multiplying out,

$$B=(f-f')\,n(x,T_L)-f'(1-f).$$

The last term can be rewritten. For a Fermi distribution $f/(1-f)=e^{-(E-\mu)/kT_e}$, where $\mu$ is the chemical potential, so $f(1-f')=e^{x/kT_e}f'(1-f)$. Therefore

$$f-f'=f(1-f')-f'(1-f)=f'(1-f)\,(e^{x/kT_e}-1),$$

which means $f'(1-f)=(f-f')\,n(x,T_e)$, and

$$B=(f-f')\,[n(x,T_L)-n(x,T_e)].$$

The flow vanishes at equal temperatures, as it must.

**Q:** Where does the density of states enter?

**A:** Through the number of pairs. Let $g(E)$ be the density of states per atom for both spins, $g_F$ its value at the Fermi level, and $N_F=g_F/2$ the one-spin value. The coupling at the Fermi level is described by

$$\alpha^2F(x)=\frac{1}{N_F}\sum_{kk'}|M_{kk'}|^2\,\delta(x-x_{kk'})\,\delta(E_k-E_F)\,\delta(E_{k'}-E_F).$$

Now comes the main assumption: the squared matrix element, averaged over states at given energies, does not depend on those energies. Moving the pair from $E_F$ to $E$ and $E'$ then changes only the number of states, by the factor $g(E)g(E')/g_F^2$. Since $2(2\pi/\hbar)N_F=2\pi g_F/\hbar$,

$$P_e=\frac{2\pi g_F}{\hbar}\int dx\,x\,\alpha^2F(x)\,[n(x,T_L)-n(x,T_e)]\int dE\,\frac{g(E)g(E+x)}{g_F^2}\,[f(E)-f(E+x)].$$

Phonon energies in gold reach about 19 to 20 meV (the Debye energy is about 14 meV), still below $kT=26$ meV at room temperature, so I expand in $x$. With both temperatures near 300 K and a Debye-type spectrum, the expansion overestimates $G$ by 2 to 3 per cent. If electrons and lattice are both at cryogenic temperatures, this step fails. From $n(x,T)\approx kT/x-\tfrac12$, where the $\tfrac12$ cancels in the difference,

$$x\,[n(x,T_L)-n(x,T_e)]\approx -k(T_e-T_L).$$

Also $f(E)-f(E+x)\approx x(-\partial f/\partial E)$ and $g(E+x)\approx g(E)$. One factor $x$ is left in the phonon integral. With the usual definitions $\lambda=2\int(\alpha^2F/x)\,dx$ and $\lambda\langle x^2\rangle=2\int x\,\alpha^2F\,dx$, that integral equals $\lambda\langle x^2\rangle/2$. The power lost by the electrons is $-P_e=G(T_e-T_L)$, so

$$G(T_e)=\frac{\pi k\,\lambda\langle x^2\rangle}{\hbar\,g_F}\int g(E)^2\left(-\frac{\partial f}{\partial E}\right)dE .$$

This is per atom; multiply by the atomic density for a value per volume. When $kT_e$ is still small on the scale over which $g$ varies, the integral is $g_F^2$, and $G$ has the plateau value $G_0=\pi k\lambda\langle x^2\rangle g_F/\hbar$.

**Q:** Hotter electrons have a wider thermal window. Doesn't that alone raise $G$?

**A:** No. With $y=(E-\mu)/kT_e$ and $f=1/(e^y+1)$,

$$-\frac{\partial f}{\partial E}=\frac{1}{kT_e}\,\frac{e^y}{(e^y+1)^2}=\frac{f(1-f)}{kT_e}.$$

The factor $f(1-f)$ says that only partly filled levels take part. Their number grows as $kT_e$, but the prefactor $1/kT_e$ cancels this growth. If $g$ is constant, the integral is $g_F^2$ whatever the values of $T_e$ and $\mu$, as long as $\mu$ lies many $kT_e$ above the band bottom.

**Q:** The density of states near the Fermi level of a real metal is not quite constant. What does a gentle variation do?

**A:** For a smooth $g$ and small $kT_e$, expand about $\mu$. The weight $-\partial f/\partial E$ is even about $\mu$, integrates to one and has second moment $\pi^2(kT_e)^2/3$. Hence

$$\int g^2\left(-\frac{\partial f}{\partial E}\right)dE\approx g(\mu)^2+\frac{\pi^2}{6}(kT_e)^2\,(g^2)'' .$$

The chemical potential moves as well. Put the energy zero at $E_F$. Integrating $\int gf\,dE$ by parts and using the same expansion, conservation of electrons requires $g_F\,\mu+\tfrac{\pi^2}{6}(kT_e)^2g'=0$. So

$$g(\mu)^2\approx g_F^2+2g_Fg'\mu=g_F^2-\frac{\pi^2}{3}(kT_e)^2g'^2 .$$

Since $(g^2)''=2g'^2+2gg''$, the terms in $g'^2$ cancel:

$$\frac{G}{G_0}\approx1+\frac{\pi^2}{3}(kT_e)^2\,\frac{g''}{g_F}.$$

To this order a slope does nothing and only curvature counts. The expansion knows nothing of a dense band that starts a finite distance away, and gold has one.

**Q:** You mean the d band. How does it come in?

**A:** Replace gold by a flat sp band of density $g_s$, plus a box of extra density $g_d$ between $-D-W$ and $-D$. Let $r=(g_s+g_d)/g_s$. Outside the box $g^2=g_s^2$; inside it $g^2=r^2g_s^2$. The weight inside the box integrates to $f(-D-W)-f(-D)$, so, with the sp bottom far below,

$$\frac{G}{G_0}=1+(r^2-1)\,[f(-D-W)-f(-D)].$$

If the bottom of the box stays full, $f(-D-W)\approx1$ and

$$\frac{G}{G_0}=1+(r^2-1)\,h,\qquad h=\frac{1}{e^{(D+\mu)/kT_e}+1}.$$

Here $h$ is the fraction of empty states at the top of the d band. In a cold metal the d states are full, and an electron in one of them finds no empty d state one phonon energy away. Thermal excitation opens holes there. Electrons can then scatter among many closely packed states, and the number of pairs goes as the square of the density.

**Q:** So is it the electrons promoted out of the d band that raise the coupling, or the holes they leave?

**A:** In this model it is the holes. The promoted electrons land in a flat band, where the integral does not depend on $\mu$. They even oppose the rise, because they push $\mu$ up and away from the d band. This brake is weak at 5000 K, but at 10,000 K it removes more than a quarter of the rise.

To find the shift, count the d holes. With $u=(\mu-E)/kT_e$ and a full band bottom,

$$g_d\int_{-\infty}^{-D}(1-f)\,dE=g_dkT_e\int_{(D+\mu)/kT_e}^{\infty}\frac{du}{e^u+1}=g_dkT_e\ln\!\left[1+e^{-(D+\mu)/kT_e}\right].$$

A flat band with a deep bottom gains $g_s\mu$ electrons when $\mu$ rises from zero, because the thermal tails above and below $\mu$ balance. Conservation gives

$$g_s\mu=g_dkT_e\ln\!\left[1+e^{-(D+\mu)/kT_e}\right].$$

**Q:** Please put in numbers for gold.

**A:** I take rough, round values in the regime of gold, in eV and kelvin: $g_s=0.3$ and $g_d=1.6$ per eV per atom, $D=2$ eV, $W=5$ eV, and an sp bottom at $-10$ eV. The bands then hold $0.3\times10+1.6\times5=11$ electrons per atom. For the phonons, $\lambda\langle x^2\rangle=22.5$ meV², with a Debye-type cutoff at 15 meV, somewhat below the top of the real spectrum. The density is 59 atoms per nm³. The plateau value is

$$G_0=\frac{\pi\,(1.381\times10^{-23})(2.25\times10^{-5})(0.3\times5.9\times10^{28})}{6.582\times10^{-16}}\approx2.6\times10^{16}\ \mathrm{W/(m^3K)},$$

with $k$ in J/K, $\lambda\langle x^2\rangle$ in eV², the density of states in eV⁻¹m⁻³ and $\hbar$ in eV s.

At $T_e=5000$ K, $kT_e=0.431$ eV. The conservation condition gives $\mu=0.021$ eV. As a check, $1.6\times0.431\times\ln(1+e^{-2.021/0.431})=0.0063$ holes per atom, and $0.0063/0.3=0.021$ eV. Then $h=0.0091$. Since $r=1.9/0.3=6.33$ and $r^2=40.1$,

$$\frac{G}{G_0}=1+39.1\times0.0091=1.36,\qquad G\approx3.6\times10^{16}\ \mathrm{W/(m^3K)}.$$

Fewer than one per cent of the states at the band edge are empty, yet $G$ is up by 36 per cent.

**Q:** Can you show that the d states do this, rather than the shift of $\mu$?

**A:** Write $g^2=g_s^2+2g_sg_d+g_d^2$ and integrate each part. At 5000 K the s-s part is 1.00, the s-d part 0.10 and the d-d part 0.26, in units of $G_0$. Remove the d band but keep the raised $\mu$, and the ratio returns to 1.00. Keep the d band but hold $\mu$ at zero, and it is 1.37 instead of 1.36. The shift of $\mu$ is thus a small brake at this temperature.

**Q:** Two electronvolts correspond to about 23,000 K. Why does the rise begin so much earlier?

**A:** Because the small hole fraction is multiplied by a large number. Ask when the fractional rise reaches $\eta$. Neglecting $\mu$, set $(r^2-1)h=\eta$. Then $e^{D/kT_e}+1=(r^2-1)/\eta$, and

$$T_e=\frac{D/k}{\ln\left[(r^2-1)/\eta-1\right]}.$$

For $\eta=0.1$ the logarithm is $\ln 390=5.97$, which gives 3890 K. Direct integration with the shifting $\mu$ gives 3899 K. Well below this onset $h\approx e^{-D/kT_e}$, so the rise is thermally activated and has no power-law part in this flat-band model. It is 0.04 per cent at 2000 K, 1.7 per cent at 3000 K and 12 per cent at 4000 K.

**Q:** And further up?

**A:** The ratio is 1.73 at 6000 K, 2.64 at 8000 K and 3.51 at 10,000 K. At the last temperature $\mu$ has risen to 0.31 eV, so the gap from $\mu$ to the d edge is 2.31 eV instead of 2 eV. Holes at the bottom of the box also begin to show: the formula that ignores them gives 3.52.

**Q:** Would any metal with a d band behave like this?

**A:** No, the position of the band matters. The weight $-\partial f/\partial E$ is positive and integrates to at most one. If the Fermi level sits at the highest density of states, so that $g(E)\le g_F$ everywhere, then

$$\int g^2\left(-\frac{\partial f}{\partial E}\right)dE\le g_F^2,$$

and $G$ cannot exceed $G_0$ in this model. A rise needs energies at which $g$ exceeds $g_F$, and they must come within thermal reach as the electrons heat up.

**Q:** You expanded in the phonon energy, although your density of states has a sharp step. Is that safe?

**A:** I compared the formula with a direct golden-rule sum over pairs of discrete levels, keeping absorption and emission as separate terms. It used fifteen phonon energies up to 15 meV, with $T_e=5000$ K and $T_L=300$ K. The sum gives a heat flow of 0.01763 eV/ps per atom, and the formula 0.01769. The sum is 0.37 per cent below the formula. With all phonon energies cut to a fifth and $\lambda\langle x^2\rangle$ held fixed, the difference shrinks to 0.06 per cent. With the cutoff raised to 20 meV it is about 0.5 per cent. The expansion is therefore safe for these parameters, in spite of the step.

**Q:** What does that flow mean for my cooling curve?

**A:** At 5000 K the electrons hold 0.107 eV per atom more than at 300 K. Dividing by 0.0177 eV/ps gives about 6 ps. This is a scale set by the initial rate, not an exponential lifetime, since both $G$ and the electronic heat capacity change during cooling. With $G$ held at $G_0$ the initial flow would be smaller by the factor 1.36, and the scale would be about 8 ps. Over the whole cooling the gap is smaller, because $G$ falls back toward $G_0$ as the electrons cool. Integrating the two-temperature equations with a lattice heat capacity of $3k$ per atom, the stored energy drops to $1/e$ in 5.7 ps with $G(T_e)$ and in 6.5 ps with $G_0$. Heat carried away into the depth of the film is not included.

**Q:** How far should I trust the factor 1.36 for real gold?

**A:** Trust the mechanism more than the number. The plateau value, a few times $10^{16}$ W/(m³K), is of the size usually assigned to gold near room temperature, and a d band starting roughly 2 eV below the Fermi level is realistic. The real d band has peaks and a gradual edge instead of a box. Peaks near the top raise the ratio: with the same number of d states but the density doubled in the top 1 eV, it is about 2.1 at 5000 K. The most doubtful assumption is the constant matrix element, because d states are more localised than sp states and need not couple equally to the lattice. If the s-d and d-d couplings are half as strong as assumed, the ratio at 5000 K drops from 1.36 to 1.18. In this flat-band model even a d coupling of one per cent of the assumed strength still gives a small rise at 5000 K, because the s-s part stays at 1.00.

The band edge matters too. If the d band lies 0.2 eV deeper, the ratio is 1.23; if it lies 0.2 eV shallower, 1.55. If the step is smeared into a linear ramp 0.5 eV wide, it is 1.32.

**Q:** A smeared edge puts some d states closer to the Fermi level. Why does the ratio fall?

**A:** Because the density is squared. Across the ramp the d density grows linearly from zero to $g_d$, and the mean of its square is $g_d^2/3$. A step in the middle of the same interval gives $g_d^2/2$. States nearer the Fermi level do have more holes, which works the other way, but for this width and at 5000 K the loss from squaring is larger. At 1000 K and below the order is reversed, because the hole fraction then changes steeply across the ramp.

**Q:** Does the lattice survive such temperatures?

**A:** At $T_e=5000$ K, if all the stored electronic energy ends up in the lattice at $3k$ per atom, the lattice warms by about 410 K, to roughly 710 K. That is below the melting point of gold, which is roughly 1300 K. At 10,000 K the stored energy is 0.64 eV per atom, and the same estimate gives a rise of about 2500 K. The film would then be expected to melt unless heat escapes first, and a fixed band structure with fixed phonons can describe at most the early part of the cooling.

**Q:** My colleague designs gold contacts for chips that run at up to 400 K. Must she include this?

**A:** Not if the electrons stay thermal and near the lattice temperature. At 400 K the model's fractional rise is about $2\times10^{-24}$. Smearing of the edge or different d couplings would change that number by a large factor, but not enough to matter. A constant $G$ is then adequate as far as d holes are concerned. The rise matters for ultrashort pulses that bring the electrons to roughly 4000 K or more. The numerical output lists $\mu$, the d holes, $G$ and the stored energy from 300 to 10,000 K for these parameters.

## Values computed for the example and the checks

```
MODEL INPUTS (rough values for gold)
sp density of states: 0.30 /eV/atom
d density of states: 1.60 /eV/atom
d box: -7.0 to -2.0 eV; sp bottom: -10.0 eV
electrons per atom: 11.000
lambda<x^2>: 22.5 meV^2; top phonon: 15.0 meV
atomic density: 59.0 /nm^3; lattice: 300 K
r: 6.333; r^2: 40.11 (no unit)
D/k: 23209 K
G0: 2.624e+16 W/(m^3 K)
TABLE: Te (K), kTe (eV), mu (eV), d holes (/atom), edge holes h,
  G/G0 integrated, G/G0 closed form, G (W/m^3/K), energy (eV/atom)
   300 0.0259 0.0000 0.000e+00 2.520e-34 1.0000 1.0000 2.624e+16 0.0000
  2000 0.1723 0.0000 2.516e-06 9.124e-06 1.0004 1.0004 2.625e+16 0.0143
  3000 0.2585 0.0006 1.802e-04 4.355e-04 1.0170 1.0170 2.669e+16 0.0331
  4000 0.3447 0.0055 1.637e-03 2.964e-03 1.1159 1.1159 2.929e+16 0.0621
  5000 0.4309 0.0210 6.301e-03 9.098e-03 1.3558 1.3558 3.558e+16 0.1067
  6000 0.5170 0.0517 1.550e-02 1.856e-02 1.7258 1.7259 4.529e+16 0.1710
  8000 0.6894 0.1573 4.719e-02 4.191e-02 2.6381 2.6391 6.923e+16 0.3650
 10000 0.8617 0.3053 9.158e-02 6.446e-02 3.5128 3.5190 9.219e+16 0.6420
CLOSE LOOK AT Te = 5000 K (ratios to G0, no unit)
s-s part: 1.0000; s-d part: 0.0970; d-d part: 0.2588
from energies above d edge: 0.9909; below it: 0.3649
d band removed, raised mu kept: 1.0000
d band kept, mu held at zero: 1.3734
onset of 10 % rise, numerical: 3899 K
onset of 10 % rise, estimate: 3890 K
GOLDEN-RULE PAIR SUM
heat flow, pair sum: 0.01763 eV/ps/atom
heat flow, formula: 0.01769 eV/ps/atom
difference from formula: -0.371 %
difference, phonon energies cut to a fifth: -0.057 %
NEGLECTED EFFECTS AT Te = 5000 K (G/G0; model gives 1.3558)
d edge smeared over 0.5 eV: 1.3235
d band deepened by 0.2 eV: 1.2284
s-d and d-d coupling halved: 1.1779
lattice rise if all energy goes to 3k per atom: 413 K
fractional rise of G at 400 K: 2.47e-24 (no unit)
```
